# The free Dirac resolvent kernel, its two cuts and the gap: test program

```python
"""Free Dirac resolvent in units hbar = c = 1.

Result under test: for H = alpha.p + beta m, the kernel of (H - z)^(-1) is
  G(r; z) = [(k + i/r) alpha.n + beta m + z] exp(i k r) / (4 pi r),
  k^2 = z^2 - m^2 with Im k > 0,
where r is the separation vector, r its length and n its direction.
G is analytic in z except for cuts on z <= -m and z >= m; between them
lies the gap. Lengths are in 1/m and energies in m when m = 1.
"""
import numpy as np
from scipy.constants import fine_structure

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ALPHA = np.array([np.kron(PAULI[0], s) for s in PAULI])
BETA = np.kron(PAULI[2], np.eye(2))
ID = np.eye(4)
POINT = np.array([0.7, -0.4, 0.5])


def wave_number(z, m=1.0):
    """Root of z^2 - m^2 with positive imaginary part off the cuts."""
    return 1j * np.sqrt(complex(m * m - z * z))


def kernel(separation, z, k, m=1.0):
    """Closed form of the kernel for an array of separation vectors."""
    r = np.linalg.norm(separation, axis=-1, keepdims=True)[..., None]
    n = separation / r[..., 0]
    alpha_n = np.einsum('...i,iab->...ab', n, ALPHA)
    scalar = np.exp(1j * k * r) / (4 * np.pi * r)
    return scalar * ((k + 1j / r) * alpha_n + m * BETA + z * ID)


def sphere(n_theta, n_phi):
    """Directions and weights for integration over the unit sphere."""
    c, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    cc, pp = np.meshgrid(c, phi, indexing='ij')
    s = np.sqrt(1 - cc**2)
    dirs = np.stack([s * np.cos(pp), s * np.sin(pp), cc], axis=-1)
    weights = np.repeat(w, n_phi) * 2 * np.pi / n_phi
    return dirs.reshape(-1, 3), weights


def interval(upper, count):
    """Gauss-Legendre nodes and weights on [0, upper]."""
    x, w = np.polynomial.legendre.leggauss(count)
    return upper * (x + 1) / 2, upper * w / 2


# Momentum grid shared by the independent momentum-space calculations
STEP = 0.25
axis = STEP * np.arange(-28, 29)
momenta = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1)
momenta = momenta.reshape(-1, 3)
kinetic = np.einsum('pi,iab->pab', momenta, ALPHA)
q_squared = np.sum(momenta**2, axis=1)
plane_wave = np.exp(1j * momenta @ POINT) * (STEP / (2 * np.pi))**3


def smeared_from_momentum(z, m):
    """Resolvent on exp(-y^2/2), by inverting the matrix at each momentum."""
    source = (2 * np.pi)**1.5 * np.exp(-q_squared / 2)
    inverse = np.linalg.inv(kinetic + m * BETA - z * ID)
    return np.einsum('p,pab->ab', plane_wave * source, inverse)


def smeared_from_kernel(z, k, m):
    """Same quantity by integrating the closed kernel in position space."""
    radii, wr = interval(10.0, 70)
    dirs, wa = sphere(28, 36)
    sep = (radii[:, None, None] * dirs[None]).reshape(-1, 3)
    weight = ((wr * radii**2)[:, None] * wa[None]).reshape(-1)
    source = np.exp(-np.sum((POINT - sep)**2, axis=1) / 2)
    return np.einsum('p,pab->ab', weight * source, kernel(sep, z, k, m))


print("Units: hbar = c = m = 1 unless a unit is named")

# Kernel against numerical matrix inversion, in the gap and all quadrants
cases = [(0.6, 1.0), (1.2 + 0.7j, 1.0), (-1.2 + 0.7j, 1.0),
         (-1.2 - 0.7j, 1.0), (1.2 - 0.7j, 1.0), (0.5 + 0.4j, 1.3)]
worst, least_wrong = 0.0, np.inf
for z, m in cases:
    k = wave_number(z, m)
    assert k.imag > 0
    reference = smeared_from_momentum(z, m)
    error = np.abs(smeared_from_kernel(z, k, m) - reference).max()
    wrong = np.abs(smeared_from_kernel(z, -k, m) - reference).max()
    worst, least_wrong = max(worst, error), min(least_wrong, wrong)
assert worst < 1e-6
assert least_wrong > 1e-2
print(f"Gaussian source, largest error, right root: {worst:.1e}")
print(f"Gaussian source, smallest error, wrong root: {least_wrong:.3f}")
z = -1.2 + 0.7j
naive = np.sqrt(z * z - 1)
assert naive.imag < 0 and abs(naive + wave_number(z)) < 1e-12
print(f"z = {z}: right k = {wave_number(z):.4f}")
print(f"z = {z}: principal sqrt(z^2-1) = {naive:.4f}")

# Differentiation of the scalar kernel and the equation away from the source
z = 0.5 + 0.4j
k = wave_number(z)
h = 1e-3


def scalar_kernel(x):
    r = np.linalg.norm(x)
    return np.exp(1j * k * r) / (4 * np.pi * r)


from_scalar = (BETA + z * ID) * scalar_kernel(POINT)
residual = (BETA - z * ID) @ kernel(POINT, z, k)
for i in range(3):
    shift = h * np.eye(3)[i]
    slope = (scalar_kernel(POINT + shift) - scalar_kernel(POINT - shift))
    from_scalar = from_scalar - 1j * ALPHA[i] * slope / (2 * h)
    change = kernel(POINT + shift, z, k) - kernel(POINT - shift, z, k)
    residual = residual - 1j * ALPHA[i] @ change / (2 * h)
assert np.abs(from_scalar - kernel(POINT, z, k)).max() < 1e-5
assert np.abs(residual).max() < 1e-5
adjoint = kernel(-POINT, np.conj(z), wave_number(np.conj(z))).conj().T
assert np.abs(adjoint - kernel(POINT, z, k)).max() < 1e-12

# Strength of the point source from a surface integral
dirs, weights = sphere(12, 16)
alpha_dirs = np.einsum('pi,iab->pab', dirs, ALPHA)
for radius in (0.1, 0.01):
    g = kernel(radius * dirs, 0.6, wave_number(0.6))
    strength = -1j * radius**2 * np.einsum('p,pab,pbc->ac',
                                           weights, alpha_dirs, g)
    kr = wave_number(0.6) * radius
    assert np.abs(strength - (1 - 1j*kr)*np.exp(1j*kr)*ID).max() < 1e-10
    print(f"source strength at r = {radius}, E = 0.6: "
          f"{strength[0, 0].real:.6f}")
assert np.abs(strength - ID).max() < 1e-4

# Norm of the resolvent from singular values, against distance to the cuts
line = 0.01 * np.arange(0, 501)
h_line = line[:, None, None] * ALPHA[2] + BETA
for z, distance in ((0.6, 0.4), (1.25 + 0.1j, 0.1), (-1.25 + 0.1j, 0.1)):
    singular = np.linalg.svd(np.linalg.inv(h_line - z * ID),
                             compute_uv=False)
    assert abs(singular.max() - 1 / distance) < 1e-8
    print(f"resolvent norm at z = {z}: {singular.max():.4f}")

# The gap
for energy in (0.0, 0.6, 0.8):
    kappa = wave_number(energy).imag
    print(f"gap E = {energy}: kappa = {kappa:.4f}, "
          f"decay length = {1 / kappa:.4f}")
g = kernel(np.array([0.0, 0.0, 1.0]), 0.6, wave_number(0.6))
print(f"E = 0.6, r = 1 along z: G11 = {g[0, 0].real:.5f}, "
      f"G33 = {g[2, 2].real:.5f}")
print(f"E = 0.6, r = 1 along z: G13 = {g[0, 2].imag:.5f} i")
print(f"gap width 2 m c^2 = {2 / fine_structure**2:.2f} hartree")
print(f"shortest decay length = {fine_structure:.7f} bohr")

# Lips of the cuts: wave numbers, currents and density of states
ETA = 1e-13
for energy in (1.25, -1.25):
    p = np.sqrt(energy**2 - 1)
    for side, name in ((1, "upper"), (-1, "lower")):
        z = energy + side * 1j * ETA
        k = wave_number(z)
        assert abs(k - side * np.sign(energy) * p) < 1e-10
        g = kernel(3.0 * dirs, z, k)
        flux = 9.0 * np.einsum('p,pba,pbc,pcd->ad', weights, g.conj(),
                               alpha_dirs, g, optimize=True)
        expected = k.real * (BETA + energy * ID) / (2 * np.pi)
        assert np.abs(flux - expected).max() < 1e-9
        assert np.all(side * np.linalg.eigvalsh(flux) > 0)
        print(f"E = {energy}, {name} lip: k = {k.real:.4f}, flux "
              f"{flux[0, 0].real:.5f} (1), {flux[2, 2].real:.5f} (3)")


def spectral_density(x, energy):
    """Jump of the kernel across a cut divided by 2 pi i."""
    above, below = energy + 1j * ETA, energy - 1j * ETA
    jump = (kernel(x, above, wave_number(above))
            - kernel(x, below, wave_number(below)))
    return jump / (2j * np.pi)


for energy in (1.25, -1.25):
    near = np.array([0.0, 0.0, 1e-3])
    density = np.trace(spectral_density(near, energy)).real
    expected = abs(energy) * np.sqrt(energy**2 - 1) / np.pi**2
    assert abs(density - expected) < 1e-6
    print(f"states per energy and volume, E = {energy}: {density:.5f}")

# Each cut against projectors from numerical diagonalization
S = 0.5
levels, vectors = np.linalg.eigh(kinetic + BETA)
assert np.abs(levels[:, 2:] - np.sqrt(q_squared + 1)[:, None]).max() < 1e-10
assert np.abs(levels[:, :2] + np.sqrt(q_squared + 1)[:, None]).max() < 1e-10
nodes, node_weights = interval(9.0, 100)
total = np.zeros((4, 4), complex)
for sign, part, name in ((1, slice(2, 4), "upper"),
                         (-1, slice(0, 2), "lower")):
    from_cut = np.zeros((4, 4), complex)
    for p, w in zip(nodes, node_weights):
        energy = sign * np.sqrt(p * p + 1)
        from_cut += (w * p / abs(energy) * np.exp(-S * energy**2)
                     * spectral_density(POINT, energy))
    chosen = vectors[:, :, part]
    projector = chosen @ chosen.conj().transpose(0, 2, 1)
    damping = np.exp(-S * levels[:, part][:, 0]**2)
    reference = np.einsum('p,pab->ab', plane_wave * damping, projector)
    assert np.abs(from_cut - reference).max() < 1e-7
    total += from_cut
    print(f"exp(-H^2/2), {name} cut, element 11: "
          f"{from_cut[0, 0].real:.6f}")
gaussian = (np.exp(-S) * (4 * np.pi * S)**-1.5
            * np.exp(-POINT @ POINT / (4 * S)))
assert np.abs(total - gaussian * ID).max() < 1e-7
print(f"exp(-H^2/2), both cuts, element 11: {total[0, 0].real:.6f}")
print(f"exp(-H^2/2), Gaussian formula: {gaussian:.6f}")
print(f"separation used for exp(-H^2/2): {np.linalg.norm(POINT):.4f}")


def continued_ratio(center, radius):
    """k after one closed turn divided by k at the start."""
    angles = np.linspace(0, 2 * np.pi, 2001) + 0.5
    start = current = wave_number(center + radius * np.exp(1j * angles[0]))
    for angle in angles[1:]:
        z = center + radius * np.exp(1j * angle)
        root = np.sqrt(z * z - 1)
        current = root if abs(root - current) < abs(root + current) else -root
    return current / start


for center, radius, sign, name in ((1, 0.5, -1, "z = m"),
                                   (-1, 0.5, -1, "z = -m"),
                                   (0, 2.0, 1, "both")):
    ratio = continued_ratio(center, radius)
    assert abs(ratio - sign) < 1e-10
    print(f"k after / before one turn around {name}: {ratio.real:.1f}")

# Branch points: finite kernel with a 1/r tail, no pole
for edge, entry in ((1.0, 0), (-1.0, 2)):
    tail = []
    for distance in (10.0, 20.0):
        x = np.array([0.0, 0.0, distance])
        at_edge = kernel(x, edge, wave_number(edge))
        inside = edge * (1 - 1e-12)
        close = kernel(x, inside, wave_number(inside))
        assert np.abs(close - at_edge).max() < 1e-5
        tail.append(at_edge[entry, entry].real)
    assert abs(tail[0] / tail[1] - 2) < 1e-10

# Nonrelativistic limit half a hartree below the upper edge, at one bohr
binding = 0.5 * fine_structure**2
z = 1 - binding
bohr = 1 / fine_structure
k = wave_number(z)
g = kernel(np.array([0.0, 0.0, bohr]), z, k)
schroedinger = 2 * np.exp(-np.sqrt(2 * binding) * bohr) / (4 * np.pi * bohr)
ratio = g[0, 0].real / schroedinger
coefficient = (ratio - 1) / fine_structure**2
assert abs(coefficient + 0.125) < 1e-4
print(f"0.5 hartree below edge: decay length = "
      f"{fine_structure / k.imag:.7f} bohr")
print(f"Dirac / Schroedinger kernel at 1 bohr: {ratio:.8f}")
print(f"(ratio - 1) / alpha_fs^2: {coefficient:.5f}")
print(f"|G31 / G11| at 1 bohr: {abs(g[2, 0] / g[0, 0]):.6f}")

print("success")
```

Running it gives:

```
Units: hbar = c = m = 1 unless a unit is named
Gaussian source, largest error, right root: 1.3e-09
Gaussian source, smallest error, wrong root: 4.855
z = (-1.2+0.7j): right k = -0.9030+0.9303j
z = (-1.2+0.7j): principal sqrt(z^2-1) = 0.9030-0.9303j
source strength at r = 0.1, E = 0.6: 0.996966
source strength at r = 0.01, E = 0.6: 0.999968
resolvent norm at z = 0.6: 2.5000
resolvent norm at z = (1.25+0.1j): 10.0000
resolvent norm at z = (-1.25+0.1j): 10.0000
gap E = 0.0: kappa = 1.0000, decay length = 1.0000
gap E = 0.6: kappa = 0.8000, decay length = 1.2500
gap E = 0.8: kappa = 0.6000, decay length = 1.6667
E = 0.6, r = 1 along z: G11 = 0.05721, G33 = -0.01430
E = 0.6, r = 1 along z: G13 = 0.06436 i
gap width 2 m c^2 = 37557.73 hartree
shortest decay length = 0.0072974 bohr
E = 1.25, upper lip: k = 0.7500, flux 0.26857 (1), 0.02984 (3)
E = 1.25, lower lip: k = -0.7500, flux -0.26857 (1), -0.02984 (3)
E = -1.25, upper lip: k = -0.7500, flux 0.02984 (1), 0.26857 (3)
E = -1.25, lower lip: k = 0.7500, flux -0.02984 (1), -0.26857 (3)
states per energy and volume, E = 1.25: 0.09499
states per energy and volume, E = -1.25: 0.09499
exp(-H^2/2), upper cut, element 11: 0.019901
exp(-H^2/2), lower cut, element 11: 0.004654
exp(-H^2/2), both cuts, element 11: 0.024556
exp(-H^2/2), Gaussian formula: 0.024556
separation used for exp(-H^2/2): 0.9487
k after / before one turn around z = m: -1.0
k after / before one turn around z = -m: -1.0
k after / before one turn around both: 1.0
0.5 hartree below edge: decay length = 1.0000067 bohr
Dirac / Schroedinger kernel at 1 bohr: 0.99999334
(ratio - 1) / alpha_fs^2: -0.12500
|G31 / G11| at 1 bohr: 0.007297
success
```
